# Closed-walk counts from Brillouin-zone averages of the structure factor: test program

```python
"""
Closed walks on lattices from Brillouin-zone averages of the structure factor.

Result under test: W_n, the number of n-step nearest-neighbour walks that
return to their starting site, is
    honeycomb     W_2, W_4, W_6 = 3, 15, 93     (average of |S|^n, n even)
    triangular    W_2, W_3, W_4 = 6, 12, 90     (average of S^n)
    simple cubic  W_2, W_4, W_6 = 6, 90, 1860   (average of S^n)
S(k) = sum of exp(i k.d) over the z nearest-neighbour vectors d.
h_m = sum_j C(m,j)^2 C(2j,j) is the closed form for honeycomb W_2m.
G(E) is the site-diagonal Green function of H = adjacency matrix;
energies are in units of the hopping, G in units of 1/hopping.
"""
from itertools import product
from math import comb
import numpy as np
from scipy.spatial.distance import cdist

REACH = 6        # cluster cells run from -REACH to REACH along each axis
MAX_LENGTH = 12  # closed walks up to 2*REACH+1 steps never miss a site

angles = np.deg2rad([90.0, 210.0, 330.0])
honey_bonds = np.column_stack([np.cos(angles), np.sin(angles)])
hex_cell = np.array([honey_bonds[0] - honey_bonds[2],
                     honey_bonds[1] - honey_bonds[2]])
tri_half = np.array([hex_cell[0], hex_cell[1], hex_cell[0] - hex_cell[1]])
tri_bonds = np.vstack([tri_half, -tri_half])
cubic_bonds = np.vstack([np.eye(3), -np.eye(3)])

# name: cell vectors, site positions in cell, bonds, lengths, expected counts
lattices = {
    "honeycomb": (hex_cell, np.array([[0.0, 0.0], honey_bonds[2]]),
                  honey_bonds, (2, 4, 6), (3, 15, 93)),
    "triangular": (hex_cell, np.zeros((1, 2)),
                   tri_bonds, (2, 3, 4), (6, 12, 90)),
    "simple cubic": (np.eye(3), np.zeros((1, 3)),
                     cubic_bonds, (2, 4, 6), (6, 90, 1860)),
}


def build_cluster(cell, basis, bond_length):
    """Open cluster; bonds are found from Cartesian distances alone."""
    dim = len(cell)
    cells = np.array(list(product(range(-REACH, REACH + 1), repeat=dim)))
    sites = np.vstack([cells @ cell + offset for offset in basis])
    adjacency = np.abs(cdist(sites, sites) - bond_length) < 1e-6
    return cells, adjacency.astype(np.int64), len(cells) // 2


def structure_factor(fractions, cell, bonds):
    reciprocal = 2 * np.pi * np.linalg.inv(cell).T
    k_points = fractions @ reciprocal
    return np.exp(1j * k_points @ bonds.T).sum(axis=1)


def mesh(points, dim):
    return np.array(list(product(range(points), repeat=dim))) / points


def gauss_rule(points, dim):
    x, w = np.polynomial.legendre.leggauss(points)
    nodes = np.array(list(product((x + 1) / 2, repeat=dim)))
    weights = np.array(list(product(w / 2, repeat=dim))).prod(axis=1)
    return nodes, weights


def power_of_s(name, s, n):
    return np.abs(s) ** n if name == "honeycomb" else s.real ** n


def green_integrand(name, s, energy):
    if name == "honeycomb":
        return energy / (energy**2 - np.abs(s) ** 2)
    return 1 / (energy - s.real)


def h(m):
    return sum(comb(m, j) ** 2 * comb(2 * j, j) for j in range(m + 1))


def closed_form(name, n):
    if name == "triangular":
        return sum(comb(n, j) * (-3) ** (n - j) * h(j) for j in range(n + 1))
    if n % 2:
        return 0
    return h(n // 2) * (comb(n, n // 2) if name == "simple cubic" else 1)


# Link between the honeycomb and triangular structure factors
random_k = np.random.default_rng(1).random((50, 2))
s_honey = structure_factor(random_k, hex_cell, honey_bonds)
s_tri = structure_factor(random_k, hex_cell, tri_bonds)
assert np.allclose(np.abs(s_honey) ** 2, 3 + s_tri, atol=1e-11)

print("h_m for m = 0..4 (count):", [h(m) for m in range(5)])

for name, (cell, basis, bonds, lengths, expected) in lattices.items():
    dim, z = len(cell), len(bonds)
    cells, adjacency, centre = build_cluster(
        cell, basis, np.linalg.norm(bonds[0]))
    assert adjacency[centre].sum() == z

    # Direct walk counting in real space
    walkers = np.zeros(len(adjacency), dtype=np.int64)
    walkers[centre] = 1
    history = [walkers]
    for _ in range(MAX_LENGTH):
        walkers = adjacency @ walkers
        history.append(walkers)
    counts = [int(v[centre]) for v in history]
    assert tuple(counts[n] for n in lengths) == expected
    for n in range(MAX_LENGTH + 1):
        assert counts[n] == closed_form(name, n)

    # Continuous zone integrals by Gauss-Legendre quadrature
    nodes, weights = gauss_rule(32, dim)
    s_gauss = structure_factor(nodes, cell, bonds)
    integrals = [float(weights @ power_of_s(name, s_gauss, n))
                 for n in lengths]
    assert np.allclose(integrals, [counts[n] for n in lengths],
                       rtol=1e-9, atol=1e-9)

    print(f"{name}: coordination z = {z}")
    print("  walks counted, lengths 0..8:", counts[:9])
    for n, value in zip(lengths, integrals):
        print(f"  zone integral, length {n}: {value:.8f}")

    # Uniform meshes count walks on a periodic torus, winding walks included
    last = lengths[-1]
    span = last // 2 if name == "honeycomb" else last
    for points in (span, span + 1):
        s_mesh = structure_factor(mesh(points, dim), cell, bonds)
        average = float(power_of_s(name, s_mesh, last).mean())
        images = np.all(cells % points == 0, axis=1)
        torus_count = int(history[last][:len(cells)][images].sum())
        assert abs(average - torus_count) < 1e-8
        extra = torus_count - counts[last]
        assert extra == (6 if points == span else 0)
        print(f"  mesh N = {points} per axis, length {last}: "
              f"{average:.6f} (winding walks {extra})")

    # Green function outside the band: integral, matrix solution, series
    energy = 2.0 * z
    green, green_coarse = [
        float(green_integrand(
            name, structure_factor(mesh(p, dim), cell, bonds), energy).mean())
        for p in (24, 16)]
    assert abs(green - green_coarse) < 1e-10
    source = np.zeros(len(adjacency))
    source[centre] = 1
    matrix = energy * np.eye(len(adjacency)) - adjacency
    green_cluster = np.linalg.solve(matrix, source)[centre]
    # only walks longer than 2*REACH+1 steps can feel the cluster edge
    edge_bound = (z / energy) ** (2 * REACH + 2) / (energy - z)
    assert abs(green_cluster - green) < edge_bound

    terms = [counts[n] / energy ** (n + 1) for n in (0,) + lengths]
    partial = sum(terms)
    error = green - partial
    bound = (z / energy) ** (last + 1) / (energy - z)
    assert 0 < error < bound
    print(f"  energy E = {energy:.1f} hopping")
    for n, term in zip((0,) + lengths, terms):
        print(f"  G term, length {n}: {term:.8f} 1/hopping")
    print(f"  G series sum: {partial:.8f} 1/hopping")
    print(f"  G zone integral: {green:.8f} 1/hopping")
    print(f"  G remainder: {error:.3e}, bound: {bound:.3e} 1/hopping")

print("tests ok")
```

Output:

```
h_m for m = 0..4 (count): [1, 3, 15, 93, 639]
honeycomb: coordination z = 3
  walks counted, lengths 0..8: [1, 0, 3, 0, 15, 0, 93, 0, 639]
  zone integral, length 2: 3.00000000
  zone integral, length 4: 15.00000000
  zone integral, length 6: 93.00000000
  mesh N = 3 per axis, length 6: 99.000000 (winding walks 6)
  mesh N = 4 per axis, length 6: 93.000000 (winding walks 0)
  energy E = 6.0 hopping
  G term, length 0: 0.16666667 1/hopping
  G term, length 2: 0.01388889 1/hopping
  G term, length 4: 0.00192901 1/hopping
  G term, length 6: 0.00033222 1/hopping
  G series sum: 0.18281679 1/hopping
  G zone integral: 0.18289646 1/hopping
  G remainder: 7.967e-05, bound: 2.604e-03 1/hopping
triangular: coordination z = 6
  walks counted, lengths 0..8: [1, 0, 6, 12, 90, 360, 2040, 10080, 54810]
  zone integral, length 2: 6.00000000
  zone integral, length 3: 12.00000000
  zone integral, length 4: 90.00000000
  mesh N = 4 per axis, length 4: 96.000000 (winding walks 6)
  mesh N = 5 per axis, length 4: 90.000000 (winding walks 0)
  energy E = 12.0 hopping
  G term, length 0: 0.08333333 1/hopping
  G term, length 2: 0.00347222 1/hopping
  G term, length 3: 0.00057870 1/hopping
  G term, length 4: 0.00036169 1/hopping
  G series sum: 0.08774595 1/hopping
  G zone integral: 0.08796615 1/hopping
  G remainder: 2.202e-04, bound: 5.208e-03 1/hopping
simple cubic: coordination z = 6
  walks counted, lengths 0..8: [1, 0, 6, 0, 90, 0, 1860, 0, 44730]
  zone integral, length 2: 6.00000000
  zone integral, length 4: 90.00000000
  zone integral, length 6: 1860.00000000
  mesh N = 6 per axis, length 6: 1866.000000 (winding walks 6)
  mesh N = 7 per axis, length 6: 1860.000000 (winding walks 0)
  energy E = 12.0 hopping
  G term, length 0: 0.08333333 1/hopping
  G term, length 2: 0.00347222 1/hopping
  G term, length 4: 0.00036169 1/hopping
  G term, length 6: 0.00005191 1/hopping
  G series sum: 0.08721915 1/hopping
  G zone integral: 0.08722978 1/hopping
  G remainder: 1.063e-05, bound: 1.302e-03 1/hopping
tests ok
```
